\section*{Wichmann–Kroll charge density and 1s shift in hydrogen-like caesium, part 2}

An electron (charge $-e$) moves in a potential energy $V(r)\to-\eta/r$, with $\hbar=c=m=1$, $\alpha=e^2/4\pi$, $\eta=Z\alpha$. The Wichmann--Kroll density, the vacuum polarisation beyond the term linear in $V$, is $4\pi r^2\rho_{\rm WK}/e=\sum_kf_k(r)$, with
\begin{equation}
f_k(r)=\frac{2k}{\pi}\int_0^\infty du\;\mathrm{Re}\sum_{\kappa=\pm k}\big[T_\kappa-T^{(1)}_\kappa\big](r,iu), \label{fk}
\end{equation}
$T^{(1)}$ being the part of $T$ linear in $V$. For Dirac quantum number $\kappa$, $k=|\kappa|$, $w=z-V$, the radial equations $\phi'=A\phi$ are
\begin{equation}
P'=-\frac{\kappa}{r}P+(1+w)Q,\qquad Q'=\frac{\kappa}{r}Q+(1-w)P. \label{ode}
\end{equation}
With $\phi_0$ regular at $0$ and $\phi_\infty$ decaying,
\begin{equation}
T=\frac{P_0P_\infty+Q_0Q_\infty}{W},\qquad W=P_\infty Q_0-P_0Q_\infty. \label{T}
\end{equation}
Varying a parameter gives
\begin{equation}
\partial_r(P_\infty\delta Q_0-Q_\infty\delta P_0)=P_\infty(\delta A\phi_0)_Q-Q_\infty(\delta A\phi_0)_P, \label{lemma}
\end{equation}
\begin{equation}
\partial_rB=-T,\qquad B=(P_\infty\partial_zQ_0-Q_\infty\partial_zP_0)/W. \label{B}
\end{equation}
For $F_\pm=P_0\pm iQ_0$,
\begin{equation}
F_\pm'=\mp iwF_\pm-(\kappa/r\mp i)F_\mp,\qquad -iw=u+iV. \label{F}
\end{equation}

For bounded $V$, $q_k=\int_0^\infty f_k\,dr$ is the nonlinear part (order $V^3$ and higher in the real sum over $\pm k$) of
\begin{equation}
-\frac{2k}{\pi}\sum_\pm\Phi_\kappa,\qquad \Phi_\kappa=\arg W(i\infty)-\arg W(0), \label{phase}
\end{equation}
with $P_\infty=1$ at a large radius $b$ and $W\to-iF_+(b)$ as $u\to\infty$. Then $q_k=0$ if no level passes $E=0$ as $V$ is scaled up from zero; a level crossing downwards gives $-2k$. The proof estimates the $V$-dependence of $(\ln F_+)'$ at $r\gg1/u$ as $-iM^2V/2u^2$, $M^2=1+k^2/r^2$, whose integral from $1/u$ is $O(V/u)$.

Numerically, $u=\sinh\vartheta$ has trapezoid step $h_u$ and stops at $u=CM(r)$; radial steps $h$ and $2h$ are combined by Richardson extrapolation. For constant $V_0$, stopping at a cutoff $u=U\gg M$ omits
\begin{equation}
\delta f_k\approx\frac{2k}{\pi}\frac{M^2V_0^3}{U^4}, \label{cut}
\end{equation}
applied generally with the local $V$. The results also list a constant-potential test, $V_0=-0.5$, $r=0.1$: the true density is zero, but summing $k$ before integrating $u$ gives a spurious $-V_0^3/3\pi^2$.

\section{Point nucleus}

For $V=-\eta/r$, $\eta<1$, the estimate above becomes $\int_{1/u}k^2\eta\,dr/u^2r^3=O(1)$, and the proof fails. The charge at $r>0$ is the nonlinear part of $Q_k=(2k/\pi)\sum_\pm\int_0^\infty du\,\mathrm{Re}\,[B(\epsilon)-B(b)]$ with $\epsilon\to0$, $b\to\infty$. Both terms are fixed at $r\sim1/u\ll1$, where the mass is negligible against $\kappa/r$.

Drop the mass in (\ref{F}) and set $x=2ur$, $\mathcal D=x\,d/dx$, $\sigma=x/2-i\eta$. Then $(\mathcal D\mp\sigma)F_\pm=-\kappa F_\mp$, and elimination of $F_-$ gives $(\mathcal D+\sigma)(\mathcal D-\sigma)F_+=(\mathcal D^2-\sigma^2-x/2)F_+=\kappa^2F_+$, that is $\mathcal D^2F_+=[\gamma^2+x^2/4+(\frac12-i\eta)x]F_+$ with $\gamma=\sqrt{k^2-\eta^2}$. The substitution $F_+=x^\gamma e^{-x/2}y$ replaces $\mathcal D$ by $\mathcal D+\gamma-x/2$ and yields Kummer's equation $xy''+(2\gamma+1-x)y'-(\gamma+1-i\eta)y=0$. Take $\phi_0\to r^\gamma(\cos\theta,\sin\theta)$, so $F_\pm\to r^\gamma e^{\pm i\theta}$; at $x\to0$ the first-order equation gives $e^{-2i\theta}=-(\gamma+i\eta)/\kappa$. The asymptotic form $M(a,b,x)\to\Gamma(b)e^xx^{a-b}/\Gamma(a)$ gives
\begin{equation}
F_+\to\mathcal A\,(2u)^{-\gamma}e^{x/2}x^{-i\eta},\qquad \mathcal A=\frac{e^{i\theta}\,\Gamma(2\gamma+1)}{\Gamma(\gamma+1-i\eta)}.
\end{equation}
The phase $-\eta\ln x$ is linear in $\eta$, so by (\ref{phase}) the term at $b$ contributes $-\mathrm{Im}\ln\mathcal A$ per $\kappa$.

At $\epsilon$, scaling gives $\phi_0=r^\gamma\chi(zr)$, so $z\partial_z\phi_0=(r\partial_r-\gamma)\phi_0$. Inserting (\ref{ode}) with $rw=zr+\eta$,
\begin{equation}
B=\frac1z\big[\kappa X-\eta T-\gamma\big]-rT,\qquad X=\frac{P_\infty Q_0+Q_\infty P_0}{W},
\end{equation}
and $\mathrm{Re}\,B=\mathrm{Im}(\kappa X-\eta T)/u-r\,\mathrm{Re}\,T$. The last term drops out. $T$ depends on $ur$ only, so the nonlinear part of $\int du\,\mathrm{Re}\,T$ is $C_0/r$; $B$ is $r$ times a function of $ur$, so $\int du\,\mathrm{Re}\,B$ is independent of $r$; then (\ref{B}) forces $C_0=0$. For the first term apply (\ref{lemma}) to $D=\kappa\partial_\kappa+\eta\partial_\eta$. Here $\delta A\phi_0=(-\kappa P_0+\eta Q_0,\ \kappa Q_0-\eta P_0)/r$, so
\begin{equation}
\partial_rY=\frac{\kappa X-\eta T}{r},\qquad Y=\frac{P_\infty DQ_0-Q_\infty DP_0}{W}.
\end{equation}
For a function of $ur$, $\int du/u=\int dr/r$, so the required integral is $\mathrm{Im}\,Y(\infty)-\mathrm{Im}\,Y(0)$. At small $r$, $D\gamma=\gamma$ and $D\theta=0$ because $\theta$ depends on $\eta/\kappa$ only; thus $Y\to\gamma\ln r$, which is real. At large $r$, $\phi_0\to\frac12F_+(1,-i)$ and $Y\to D\ln F_+$, with imaginary part $\mathrm{Im}\,D\ln\mathcal A-\eta\ln x$. Therefore $Q_k$ is the nonlinear part of $-(2k/\pi)\sum_\pm\mathrm{Im}(1-D)\ln\mathcal A$.

Let $\xi=\gamma-i\eta$. For each sign $\theta=\frac12\arg\xi$ plus its free value, and $\ln\Gamma(\xi+1)=\ln\Gamma(\xi)+\ln\xi$, so $\sum_\pm\mathrm{Im}\ln\mathcal A=-2\,\mathrm{Im}[\ln\Gamma(\xi)+\frac12\ln\xi]$ up to a constant. With $D\xi=\xi$ one has $D\ln\Gamma(\xi)=\xi\psi(\xi)$, and $D\ln\xi=1$ is real. The linear part follows from $\xi\approx k-i\eta$:
\begin{align}
Q_k&=\frac{4k}{\pi}\big\{\mathrm{Im}\,g(\xi)+\eta g'(k)\big\},\label{Qk}\\
g(x)&=\ln\Gamma(x)+\tfrac12\ln x-x\psi(x),\qquad g'(x)=\frac1{2x}-x\psi'(x).\nonumber
\end{align}
A shrinking extended nucleus has $q_k=0$ at every size, while $f_k$ at fixed $r$ tends to the point result; the limit therefore holds $-Q_k$ at the origin. For $\eta=0.401354$ the algorithm gives $1.3402044\times10^{-3}$, $7.7191446\times10^{-5}$, $1.2303471\times10^{-5}$ for $k=1,2,3$, and (\ref{Qk}) gives $1.3402046\times10^{-3}$, $7.7191450\times10^{-5}$, $1.2303499\times10^{-5}$. The sum of (\ref{Qk}) to $k=100$ is $1.434877\times10^{-3}=0.022194\,\eta^3$.

\section{Tail and potential}

Since $H_\kappa=\sigma_yp+\sigma_z+(\kappa/r)\sigma_x+V$, a channel is locally a $1+1$ Dirac field of mass $M$. Its response to a slowly varying field $\mathcal E=eE=\eta/r^2$ follows, at leading order in gradients, from a constant field. In two Euclidean dimensions the squared operator has levels $M^2+2n\mathcal B$ with density $\mathcal B/2\pi$, single for $n=0$ and double otherwise, so its heat trace is $(\mathcal B/2\pi)\coth(\mathcal Bs)\,e^{-M^2s}$. The Euclidean action $-\frac12\mathrm{Tr}\ln=\frac12\int ds\,s^{-1}(\dots)$ equals $-L$. With $\mathcal B\to i\mathcal E$, $L=-(1/4\pi)\int ds\,s^{-2}e^{-M^2s}\mathcal Es\cot\mathcal Es$, and the term $-(\mathcal Es)^4/45$ gives $L_4=\mathcal E^4/90\pi M^6$. The polarisation in units of $e$ is $\partial L_4/\partial\mathcal E$, the enclosed charge is its negative, and there are $4k$ channels:
\begin{equation}
q_k(r)\approx-\frac{8k\eta^3}{45\pi(r^2+k^2)^3},\qquad f_k\approx\frac{16k\eta^3r}{15\pi(r^2+k^2)^4},\qquad r\gg1. \label{tail}
\end{equation}
The test at $k=1$, $r=18.043$ finds $3.829\times10^{-11}$ against $3.483\times10^{-11}$, an excess of 10\% of the local form. The computed value is about 0.3\% high: expanding the solutions of (\ref{ode}) in powers of $1/r$ and integrating over $u$ gives $f_1=\eta^3(0.3395/r^7+8.34/r^9+237/r^{11}+\dots)$, which sums to $3.82\times10^{-11}$ at this radius. The second term of the local form is $-1.36\,\eta^3/r^9$, so the excess comes from gradient corrections of order $\eta^3$.

With $f=\sum f_k$ and the enclosed charge $q(r)=\int_0^rf\,dy$, spherical shells give the electron the energy
\begin{equation}
U(r)=-\alpha\Big[\frac{q(r)}{r}+\int_r^\infty\frac{f}{y}\,dy\Big],\qquad U'=\frac{\alpha q}{r^2}.
\end{equation}
If $q(y)<0$ for all $y>r$, $U$ falls towards $U(\infty)=0$ and is repulsive at $r$.

\section{Hydrogen-like caesium}

Take $Z=55$, $\eta=0.401354$, and a Gaussian nuclear charge, $V=-\eta\,\mathrm{erf}(r/a)/r$, with $\langle r^2\rangle=3a^2/2$. The rms radius is a rough measured size, about $4.8$ fm, so $a=(4.8/386.1593)\sqrt{2/3}=0.010149$. The $1s$ level, from a contour around its pole, is $0.9159298$ against $0.9159228$ for a point nucleus. Since $V\ge-\eta/r$, no level of any $\kappa$ lies below its point-nucleus counterpart, and the lowest of those is the $1s$ level, which is positive for every coupling up to this $\eta$. So the condition for $q_k=0$ holds for every $k$.

\begin{center}
\begin{tabular}{cccc}
$k$ & $\min q_k(r)$ & $q_k(25)$ & $\Delta E_k$ (eV)\\
1 & $-1.1246\times10^{-3}$ & $6.9\times10^{-11}$ & 0.16435\\
2 & $-7.585\times10^{-5}$ & $-1.5\times10^{-11}$ & 0.01801\\
3 & $-1.2256\times10^{-5}$ & $-3.5\times10^{-11}$ & 0.00426\\
4 & $-3.161\times10^{-6}$ & $-5.1\times10^{-11}$ & 0.00143\\
5 & $-1.080\times10^{-6}$ & $-6.3\times10^{-11}$ & 0.00059\\
6 & $-4.444\times10^{-7}$ & $-7.4\times10^{-11}$ & 0.00028
\end{tabular}
\end{center}

Relative to $|\min q_k|$ the residual is $6\times10^{-8}$ for $k=1$ and $1.7\times10^{-4}$ for $k=6$; the test demands less than $10^{-3}$. For $k=6$, with $\eta^3=0.06465$, (\ref{tail}) puts the enclosed charge at $r=25$ at $-48\times0.06465/(45\pi\times661^3)=-7.6\times10^{-11}$, so this residual is largely charge beyond the grid. For $k=1$ the same formula gives $-1.5\times10^{-11}$, and the printed residual is positive. Two errors of the $u$ integral are positive and have the right size. The omitted piece (\ref{cut}) is negative for $V<0$; with $C=300$, leaving it out adds about $(2\eta^3/\pi C^4)\int_a^\infty dr/r(r^2+1)\approx(2\eta^3/\pi C^4)\ln(1/a)=2.3\times10^{-11}$. The $1s$ pole gives the $r$-integrated trace the term $\cosh\vartheta/(E-i\sinh\vartheta)\approx i/(\vartheta-\vartheta_0)$ with $\vartheta_0=-i\arcsin E$; closing the contour below, its Fourier component at frequency $2\pi/h_u$ is $2\pi e^{-2\pi\arcsin E/h_u}$, and the prefactor $k/\pi$ of the full-axis integral turns this into $2e^{-24.25}=5.9\times10^{-11}$ at $h_u=0.3$. The three estimates add to $(-1.5+2.3+5.9)\times10^{-11}=6.7\times10^{-11}$, close to the printed $6.9\times10^{-11}$; they are not tested separately. The totals with and without Richardson extrapolation agree to about $10^{-12}$, so at these steps the total is insensitive to the radial grid, and its smallness is no measure of the grid error in $f_k(r)$.

Summed over $k\le6$, $f$ is $-3.07\times10^{-2}$ at $r=0.01$, $-1.23\times10^{-3}$ at $0.1$, $+1.13\times10^{-3}$ at $0.3$ and $+3.47\times10^{-5}$ at $3$. It changes sign near $r=0.135$, about $52$ fm (the nearest grid point is $r=0.133$), where $q=-1.217\times10^{-3}$, and the total inside $r=25$ is $-1.7\times10^{-10}$. The ratios $|\min q_k|/Q_k$ are $1.1246/1.3402=0.839$, $7.585/7.719=0.983$ and $1.2256/1.2303=0.996$: the negative cloud around the nucleus is the smeared charge $-Q_k$, and the size of the nucleus matters most for $k=1$. The enclosed charge is negative at all printed radii, and $U$ falls from $4.50\times10^{-4}$ at $r=0.005$ to $1.08\times10^{-6}$ at $r=1$.

The first-order shift $\Delta E=\int U(P^2+Q^2)\,dr$ of the $1s$ level adds up to
\begin{equation}
0.16435+0.01801+0.00426+0.00143+0.00059+0.00028=0.1889\ \text{eV},
\end{equation}
or $3.697\times10^{-7}mc^2$. With $\alpha=\eta/55$, $(\alpha/\pi)\eta^4=2.3228\times10^{-3}\times0.025948=6.027\times10^{-5}$, and the ratio is $0.00613$. The last two terms have the ratio $2.810/5.920=0.475$, close to $(5/6)^4=0.482$. A $k^{-4}$ law would let the waves $k\ge7$ add $2.81\times10^{-4}\times6^4/(3\times6.5^3)=4.4\times10^{-4}$ eV. This is an upper estimate, because the fall steepens towards $k^{-5}$, the law that (\ref{Qk}) gives at large $k$, $Q_k\to8\eta^3/45\pi k^5$; the omitted waves add about $4\times10^{-4}$ eV. Within this nuclear model the Wichmann--Kroll term raises the $1s$ level by $0.189$ eV.

\section*{Computed results}
\begin{verbatim}
Z = 55, eta = Z alpha = 0.401354, hbar/mc = 386.1593 fm
rms radius = 4.8 fm, Gaussian a = 0.010149 hbar/mc
point 1s: E = 0.91592284 mc^2, residue vs exact density rel.err 7.1e-11
T0 and T1 vs Bessel quadrature: worst rel.err 1.5e-08
part even in V: kappa=+-1 sum 7.8e-16, kappa=-1 alone 0.300
kappa=-1, z=0.7i, b=1.4959: int T dr = 0.5858594+0.6279202j, -B = 0.5858594+0.6279202j
V0=-0.5, r=0.1: rho/e with u first (k<=3, U=3000) 2.8e-11 (mc/hbar)^3
  k first (U=10, extrapolated) 4.221546e-03, -V0^3/(3pi^2) = 4.221716e-03
point nucleus, charge at r>0 in e: k, numerical, closed form
  1  1.3402044e-03  1.3402046e-03
  2  7.7191446e-05  7.7191450e-05
  3  1.2303471e-05  1.2303499e-05
  closed form summed to k=100: 1.434877e-03 e = 0.022194 eta^3 e
extended 1s: norm 0.99999968, E = 0.91592977 mc^2
extended nucleus: k, min enclosed (e), total (e), total unextrapolated (e), dE_1s (eV)
  1  -1.124648e-03  6.9e-11  6.9e-11  1.64349e-01
  2  -7.584764e-05  -1.5e-11  -1.5e-11  1.80103e-02
  3  -1.225594e-05  -3.5e-11  -3.4e-11  4.26217e-03
  4  -3.161080e-06  -5.1e-11  -5.0e-11  1.43217e-03
  5  -1.079918e-06  -6.3e-11  -6.3e-11  5.91963e-04
  6  -4.443914e-07  -7.4e-11  -7.3e-11  2.81029e-04
tail k=1 at r=18.043: f = 3.8292e-11, local-field form 3.4831e-11 e mc/hbar
k<=6: min enclosed -1.217153e-03 e near r = 0.1333 hbar/mc = 51.5 fm
k<=6: total induced charge -1.7e-10 e (r < 25.0)
r (hbar/mc), 4 pi r^2 rho (e mc/hbar), enclosed (e), U (mc^2)
  0.005  -1.17344e-02  -2.07340e-05  4.49570e-04
  0.010  -3.06613e-02  -1.29523e-04  4.09418e-04
  0.020  -3.25925e-02  -4.79872e-04  3.13264e-04
  0.050  -8.43154e-03  -1.01148e-03  1.54775e-04
  0.100  -1.22534e-03  -1.19896e-03  7.36525e-05
  0.300  1.12590e-03  -1.08336e-03  1.56284e-05
  1.000  6.12163e-04  -4.37630e-04  1.07600e-06
  3.000  3.46534e-05  -2.49269e-05  1.07895e-08
WK 1s shift (k<=6) = 3.69720e-07 mc^2 = 0.18893 eV
in units (alpha/pi) eta^4 mc^2: 0.006134
eta=1.15, kappa=-1: levels in (-0.98,0.6) mc^2: [-0.5054, 0.5659]
eta=1.15, kappa=1: levels in (-0.98,0.6) mc^2: [0.3225]
eta=1.15: levels below 0: 1, k=1 charge -2.000000 e, with residues 2.4e-09 e
\end{verbatim}
